\section*{Why Doped Fin Corners Turn On Early and Undoped Ones Barely Lead}

\section{Two gate faces meeting at an edge}

A silicon fin stands on an insulator, with a gate over its top and both sides. As the gate voltage rises, electrons collect under the oxide. If the fin is heavily doped with acceptors, the two upper edges can fill with electrons while the flat sides are still nearly empty, and the transistor then behaves like two devices in parallel, one of them turning on early. In an undoped fin of the same shape the edges gain little lead. Since the geometry is the same, field crowding at a sharp edge cannot be the whole explanation. What matters is which charge the gate field has to end on, and whether that charge is there before the electrons arrive.

\section{The model}

The fin has width $2a$, with $x=0$ at its middle and $y$ measured downward from the top. It is long enough along the current for the problem to be two-dimensional, and the drain voltage is small. The potential $\psi$ is measured from the intrinsic level, so with Boltzmann statistics
\begin{equation}
n=n_i e^{\psi/V_T},\qquad p=n_i e^{-\psi/V_T},\qquad V_T=k_BT/q .
\end{equation}
With $N_A$ ionized acceptors per volume, Poisson's equation reads
\begin{equation}
\nabla^2\psi=\frac{q}{\varepsilon_s}\,(N_A+n-p).
\label{poisson}
\end{equation}
The gate metal is taken as midgap and the oxide as free of charge, so the metal sits at $\psi=V_G$. Across a thin oxide of thickness $t$ the field is $(V_G-\psi)/t$. Continuity of the normal displacement, with $\partial_\nu$ the outward normal derivative, gives
\begin{equation}
\partial_\nu\psi=h\,(V_G-\psi),\qquad
h=\frac{\varepsilon_{ox}}{\varepsilon_s t}=\frac{C_{ox}}{\varepsilon_s}.
\label{robin}
\end{equation}
This local condition omits the extra oxide outside the corner, whose effect is sized below. No flux leaves through the bottom.

\section{Full depletion separates doping from geometry}

Suppose that $n$ and $p$ are both much smaller than $N_A$ throughout the cross-section. Write
\begin{equation}
\psi=V_G-\kappa u(x,y),\qquad \kappa=qN_A/\varepsilon_s .
\label{split}
\end{equation}
Then $\nabla^2\psi=-\kappa\nabla^2u$ must equal $\kappa$, and (\ref{robin}) becomes $-\kappa\,\partial_\nu u=h\kappa u$. Hence
\begin{equation}
-\nabla^2u=1,\qquad \partial_\nu u+hu=0\ \hbox{on the gated faces}.
\label{u}
\end{equation}
Neither doping nor gate voltage is left in this problem. The function $u$, an area, depends on shape and oxide alone.

Far below the top, $u$ depends on $x$ only. Symmetry and $-u''=1$ give $u'=-x$, and the side condition $-a+hu(a)=0$ fixes the constant:
\begin{equation}
u_1(x)=\frac{a^2-x^2}{2}+\frac ah .
\end{equation}
At the side $u_1(a)=a/h$: each piece of side gate must terminate the field of half the fin's width of acceptors.

Near the top put $u=u_1-w$. Both $u$ and $u_1$ have Laplacian $-1$, so $\nabla^2w=0$, and $w$ obeys the same condition on the sides. For a tall fin it decays downward, so
\begin{equation}
w=\sum_k c_k\cos(kx)\,e^{-ky},\qquad k\tan(ka)=h,
\end{equation}
where the side condition $-k\sin ka+h\cos ka=0$ selects the positive values of $k$. At the top the outward normal is $-y$, so $-\partial_yu+hu=0$. Inserting $u=u_1-w$ gives $hw-\partial_yw=hu_1$, or
\begin{equation}
\sum_k(h+k)\,c_k\cos kx=h\,u_1(x).
\end{equation}
The functions $\cos kx$ are the even eigenfunctions of $-d^2/dx^2$ with this side condition. They are orthogonal and complete, so $u_1=\sum_kb_k\cos kx$ and $c_k=b_kh/(h+k)$.

To find $b_k$, multiply $u_1$ by $f=\cos kx$ and use $k^2f=-f''$. Two integrations by parts give
\begin{equation}
k^2\!\int_0^a\! u_1f\,dx=-\big[u_1f'-u_1'f\big]_0^a-\int_0^a\! u_1''f\,dx
=\int_0^a\! f\,dx=\frac{\sin ka}{k}.
\end{equation}
The bracket vanishes at $a$ because $f'=-hf$ and $u_1'=-hu_1$ there, and at $0$ because both slopes are zero. With the norm
\begin{equation}
M_k=\int_0^a\cos^2kx\,dx=\frac a2+\frac{\sin2ka}{4k},
\qquad b_k=\frac{\sin ka}{k^3M_k}.
\end{equation}

The difference between side and corner is $L=u_1(a)-u(a,0)=w(a,0)$. Replacing $\sin ka$ by $(h/k)\cos ka$,
\begin{equation}
L=\sum_k\frac{h}{h+k}\,b_k\cos ka
=\sum_k\frac{h^2\cos^2ka}{(h+k)\,k^4M_k}>0 .
\label{L}
\end{equation}
Every term is positive. Without the factor $h/(h+k)<1$ the sum would be $u_1(a)$, so also $L<a/h$. From (\ref{split}),
\begin{equation}
\psi_{\rm corner}-\psi_{\rm side}=D,\qquad D=\frac{qN_A}{\varepsilon_s}\,L .
\label{D}
\end{equation}

This is the corner effect of a fully depleted fin. Acceptors near the edge can send their field lines to the top gate or to the side gate. Each face therefore carries less flux there, the oxide drop is smaller, and the silicon surface lies closer to the gate potential.

The same $D$ is a lead in gate voltage. Let local onset mean that $n$ reaches a chosen density $n_{on}\ll N_A$, so that $\psi=\psi_{on}=V_T\ln(n_{on}/n_i)$. Then
\begin{equation}
V_{on}=\psi_{on}+\kappa u,\qquad V_{on}^{\rm side}-V_{on}^{\rm corner}=\kappa L=D .
\label{onset}
\end{equation}
When the side turns on, the corner is already inverted, and (\ref{onset}) assumes that its electrons do not disturb a side point far below.

Two limits show the role of the oxide. If $ha\ll1$, the lowest root has $\tan ka\simeq ka$, so $k^2\simeq h/a$, $M_k\simeq a$ and $k\gg h$. Its term in (\ref{L}) is $a/(h+k)\simeq a/k$, and the higher terms are negligible, so $L\simeq\sqrt{a^3/h}$. This is a small fraction $\sqrt{ha}$ of the side value $a/h$, because the relief given by the top gate, of half-width $a$, is spread over a height $1/k\simeq\sqrt{a/h}$ much larger than $a$. If instead $ha\gg1$, the factor $h/(h+k)$ tends to one for the modes that dominate, and $L\simeq a/h$: the corner gains nearly the whole side oxide drop, but that drop itself vanishes as the oxide is thinned.

\section{A bound that covers both fins}

An undoped fin needs an argument that keeps the mobile charge. Take $V_G>0$. Then $\psi\le V_G$ everywhere in the silicon. Suppose the largest $\psi$ exceeded $V_G$. At an interior point $\psi>0$ means $n>p$, so $\nabla^2\psi>0$, which is impossible at a maximum. On a gated face (\ref{robin}) would give $\partial_\nu\psi<0$, so $\psi$ would rise inward, again a contradiction. The zero-flux bottom can be reflected into an interior line.

Consequently
\begin{equation}
\psi_{\rm corner}-\psi_{\rm side}\le V_G-\psi_{\rm side}=\frac{Q_{\rm side}}{C_{ox}},
\quad Q_{\rm side}=q\!\int_0^a\!(N_A+n-p)\,dx .
\label{bound}
\end{equation}
The equality is Gauss's law for half the width, far below the top. The corner cannot be lifted by more than the oxide drop at the side, and that drop requires charge behind the side.

With heavy doping, $Q_{\rm side}$ is large before there are electrons, because the acceptors are already there. Without doping it consists of the electrons themselves. A lift of $V_T$, enough for a density ratio of $e$, then needs a side charge of at least $C_{ox}V_T$, so the side must be filling too.

The bound also limits the lead. Since $\psi\le V_G$, the corner cannot reach $\psi_{on}$ before $V_G=\psi_{on}$. The side reaches it at $V_G=\psi_{on}+Q_{\rm side}/C_{ox}$. The lead is therefore at most $Q_{\rm side}/C_{ox}$, evaluated at side onset. In an undoped fin $n$ is largest at the surface of that row, so $Q_{\rm side}\le q(N_A+n_{on})a$.

\section{A fin with numbers}

Take a fin 20 nm wide and 60 nm high with 2 nm of oxide at 300 K, so $a=10$ nm, $h=3.9/(11.7\times2)=0.1667$ nm$^{-1}$ and $V_T=25.85$ mV. The heavily doped fin has $N_A=5\times10^{18}$ cm$^{-3}$, for which $\kappa=7.733$ mV/nm$^2$. The nominally undoped one has $10^{15}$ cm$^{-3}$. The onset marker is $n_{on}=10^{17}$ cm$^{-3}$, with $\psi_{on}=0.4167$ V.

The first root is $ka=1.021$, so $k=0.1021$ nm$^{-1}$ and $M_k=7.18$ nm. Its term in (\ref{L}) is
\begin{equation}
\frac{0.02778\times0.273}{0.2688\times(1.087\times10^{-4})\times7.18}
\simeq36\ \hbox{nm}^2 ,
\end{equation}
and the full series gives $L=36.65$ nm$^2$. The side has $u=60$ nm$^2$, the corner 23.35 nm$^2$. In terms of flux, $hu$ falls from 10 nm of acceptors per face at the side to 3.9 nm at the corner. The lead is
\begin{equation}
D=7.733\times36.65\simeq283\ \hbox{mV}.
\end{equation}

This lead is measured against the side far below the top. Not all of it belongs to the edge: the centre of the top face has $u=41.34$ nm$^2$, so it already leads the side by $7.733\times18.66\simeq144$ mV, and the corner leads the top centre by the remaining 139 mV.

Equation (\ref{onset}) puts corner onset at $0.4167+0.1806=0.597$ V and side onset at $0.4167+0.4640=0.881$ V. Solving the nonlinear equation (\ref{poisson}) with electrons and holes on a grid gives 0.5974 V and 0.8800 V, a lead of 282.6 mV. The finite height explains why the computed lead is slightly smaller than $D$. The zero-flux bottom doubles the decaying mode there, lowering the side $u$ by about $2\times36.13\,e^{-60/9.793}=0.16$ nm$^2$, or 1.2 mV. The electrons, left out of this estimate, act the other way, since their negative charge raises the side onset.

At $N_A=10^{18}$ cm$^{-3}$ the law predicts 56.7 mV and the nonlinear solution gives 57.7 mV. The marker density is then a tenth of the doping, so neglecting electrons is less accurate. By proportionality, $D=V_T$ at about $5\times10^{17}$ cm$^{-3}$, which is where ``heavy'' begins for this geometry.

For the undoped fin the doping law alone gives 0.06 mV, but the nonlinear lead is 4.9 mV. Nearly all of it comes from the electrons used to mark onset. Had they filled the fin uniformly at $10^{17}$ cm$^{-3}$, their charge would give $283/50=5.7$ mV, which is the right size. The bound on the lead is $464\times(1.01\times10^{17})/(5\times10^{18})=9.4$ mV. No sharpness of the corner can exceed it within this model.

\section{The same gate voltage in both fins}

Now hold $V_G=0.60$ V and the geometry fixed, and change only the doping. In the heavily doped fin the nonlinear solution has a lift of 282 mV, against a bound of 463 mV. The corner holds $1.1\times10^{17}$ electrons per cm$^3$ and the side $2.0\times10^{12}$, a ratio of $5.5\times10^4$. The grid cells whose nodes lie in the 5 nm square at the corner cover 3.9\% of the half cross-section (the exact square would cover $25/600=4.2\%$) and contain 96\% of its electrons. These are classical shares of charge, not of current, but they indicate that early conduction would run along the edges.

The undoped fin at this voltage is already on at both places: $9.2\times10^{18}$ cm$^{-3}$ at the corner and $3.4\times10^{18}$ at the side. The lift is 25.5 mV and the ratio 2.7. The same corner cells hold 10\% of the electrons. In this classical picture corner inversion is present, but it accompanies conduction on the sides instead of preceding it. It also opposes its own growth: raising the local potential by $V_T$ multiplies the electron density by $e$, and the added negative charge pulls the potential down. Fixed acceptors produce their lift without this cost.

At $V_G=0.30$ V the undoped fin has $n=1.09\times10^{15}$ cm$^{-3}$ at both places, to within half a percent. Adding the acceptors gives a nearly uniform charge density of $2.09\times10^{15}$ cm$^{-3}$, for which proportionality predicts $283\times2.09\times10^{15}/(5\times10^{18})=0.118$ mV of lift. The nonlinear value is 0.117 mV. The corner cells hold 3.93\% of the electrons, practically their 3.91\% share of the area. The undoped fin below threshold fills throughout its volume.

\section{Where the law fails}

Full depletion is essential to (\ref{D}). At $5\times10^{18}$ cm$^{-3}$ a flat surface can deplete at most about 16 nm, more than the 10 nm half-width. At $V_G=0.60$ V the largest hole density is $3\times10^{-5}$ of the doping, so the condition holds. In a much wider fin a neutral core remains and the linear law no longer applies. The bound (\ref{bound}) survives, with $Q_{\rm side}$ the actual charge.

The length of the gate matters too. A disturbance from source or drain decays along the fin at close to the rate of the lowest mode, over nearly 10 nm. For a 100 nm gate, equal disturbances at both ends leave about 1\% at the middle. For gates of a few tens of nanometres the two-dimensional picture is poor.

Temperature leaves $D$ unchanged while depletion holds, since (\ref{D}) contains no $V_T$. The density ratio $e^{D/V_T}$ does change, from $5.8\times10^4$ at 300 K to $3.7\times10^3$ at 400 K. The second value is only approximate for this fin: the intrinsic density is hundreds of times higher at 400 K, so depletion is less complete and holds over a narrower range of gate voltage.

\section{Beside real fins}

The dimensions here are chosen for illustration. The heavy doping is far above that of modern fins, which are usually close to undoped in the channel, narrower, and rounded at the top. The perfectly sharp edge is therefore an assumption that real fins break. With the oxide represented explicitly as a layer of uniform thickness, a sharp corner gives a lift of roughly 310 mV, nearly a tenth above the thin-oxide value. A 5 nm corner radius lowers it to about 220 mV, close to 30\% below the sharp case; the 230 mV in the numerical output comes from a 0.25 nm staircase mesh and is about 10 mV high. Much of what remains comes from the top gate relieving the upper part of the fin, since even a fully round top with no edge keeps a lift of about 195 mV over the lower side. Rounding thus weakens the lead without removing it, whereas removing the doping takes away the fixed charge that gives the corner its early lead.

Quantum confinement also matters. With hard oxide walls, silicon's anisotropic masses and $\{100\}$ surfaces, the lowest electron level in the depleted potential is 220 meV lower at the corner than at the side. The classical difference is 283 meV. The corner loses part of its advantage because it confines electrons in two directions. This compares levels, not densities, which also depend on the number of states available. In the undoped fin the classical lift at 0.60 V is only 25.5 mV, so confinement, which pushes electrons away from the oxide, can cancel much of the crowding at the corner. Degeneracy is a smaller matter: to hold the same electron density, the undoped corner at 0.60 V would need about 3 mV more potential, against the lift of 25.5 mV.

Heavy doping brings two further complications. The 5 nm corner square along a 100 nm gate contains 12.5 acceptors on average, with a random spread of 28\%, so the lead would vary between devices and along each edge. A plane, one-sided abrupt junction at this doping, reverse biased by 1 V, has a peak field of about 1.8 MV/cm, high enough for band-to-band tunnelling to be expected. The gates change the field in a depleted fin, so this is only a rough guide, but such leakage at the drain could hide part of the early corner current. The side oxide field of 2.3 MV/cm is well below the rough 10 MV/cm at which good oxide breaks down.

For a fully depleted, long-channel fin, lowering $N_A$ reduces the lead in proportion until only the electrons' own contribution remains. That is a few millivolts at the onset density used here, and more if onset is marked at a higher density. Thinning the oxide lowers the ceiling on the lead due to doping, $\kappa a/h=qN_Aat/\varepsilon_{ox}$, and rounding the edge reduces that lead itself. The full set of values is in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
fin width: 20 nm
fin height: 60 nm
oxide thickness: 2 nm
gate length: 100 nm
relative permittivity, silicon: 11.7
relative permittivity, oxide: 3.9
temperature: 300 K
intrinsic density: 1e+10 cm^-3
heavy doping: 5e+18 cm^-3
light doping: 1e+15 cm^-3
onset marker density: 1e+17 cm^-3
thermal voltage: 25.85 mV
potential at onset marker: 0.4167 V
h: 0.1667 1/nm
q N_A/eps_s, heavy: 7.733 mV/nm^2
first root k a: 1.021
decay length 1/k of first mode: 9.793 nm
u at side: 60 nm^2
u at corner: 23.35 nm^2
u at top centre: 41.34 nm^2
L, first term: 36.13 nm^2
L, full series: 36.65 nm^2
L, finite volumes: 36.48 nm^2
maximum flat depletion width, heavy: 16.37 nm
N_A 5e+18 cm^-3: corner onset 0.5974 V, side onset 0.8800 V
N_A 5e+18 cm^-3: lead computed 282.61 mV, doping law 283.408 mV
N_A 1e+18 cm^-3: corner onset 0.4535 V, side onset 0.5112 V
N_A 1e+18 cm^-3: lead computed 57.74 mV, doping law 56.682 mV
N_A 1e+15 cm^-3: corner onset 0.4197 V, side onset 0.4247 V
N_A 1e+15 cm^-3: lead computed 4.91 mV, doping law 0.057 mV
heavy, V_G 0.60 V: lift 282.019 mV, bound 462.743 mV
heavy, V_G 0.60 V: n corner 1.11e+17, n side 2.02e+12 cm^-3, ratio 5.467e+04
heavy, V_G 0.60 V: electron share near corner 95.87 %
light, V_G 0.60 V: lift 25.547 mV, bound 92.065 mV
light, V_G 0.60 V: n corner 9.16e+18, n side 3.41e+18 cm^-3, ratio 2.686
light, V_G 0.60 V: electron share near corner 10.29 %
light, V_G 0.30 V: lift 0.117 mV, bound 0.193 mV
light, V_G 0.30 V: n corner 1.09e+15, n side 1.09e+15 cm^-3, ratio 1.005
light, V_G 0.30 V: electron share near corner 3.93 %
area share of the 5 nm corner square: 3.91 %
largest hole density/N_A, heavy, 0.60 V: 2.962e-05
lift, explicit oxide, sharp corner: 307 mV
lift, explicit oxide, 5 nm radius: 230.2 mV
lowest side level above -q V_G: 0.6027 eV
lowest corner level above -q V_G: 0.383 eV
level difference side - corner: 219.7 meV
conduction-band density of states: 2.738e+19 cm^-3
degeneracy shift, light corner, 0.60 V: 3.059 mV
heavy density ratio from law, 300 K: 5.768e+04
heavy density ratio from law, 400 K: 3722
mean dopants in 5 nm corner square x gate length: 12.5
their relative fluctuation: 28.28 %
source/drain factor at mid-channel: 0.01213
side oxide field, heavy: 2.32 MV/cm
band bending side to centre, heavy: 0.3866 V
drain junction peak field at 1 V, heavy: 1.793 MV/cm
\end{verbatim}
